# Underlayer Electrons and Resist Exposure: Absorption Alone Does Not Decide

**The argument under review.** A resist lies on an underlayer that absorbs extreme-ultraviolet light more strongly than the resist does. The argument makes two claims.

1. A photon exposes the resist only if the resist absorbs it. The density of chemical events near the buried interface therefore follows from the resist's own absorption.
2. If electrons do cross the interface, the stronger absorber must send more than it receives, so the resist gains.

**Comment on the first claim.** The claim identifies the place where a photon is absorbed with the place where its electrons react. Absorption creates electrons, and these move before they are trapped. The quantity to calculate is the density of electrons trapped in the resist, each counted as one possible chemical event.

Let $z$ be the height above the interface, with resist (r) at $z>0$ and underlayer (u) at $z<0$. If $F$ photons per area reach the interface, medium $m$ creates

$$Q_m=g_m\alpha_mF$$

low-energy electrons per volume over the whole exposure. Here $\alpha_m$ is the absorption coefficient and $g_m$ the number of such electrons per absorbed photon. I take $Q_m$ as uniform near the interface, the layers as thick compared with the electron range, and any net charge as neutralised. These assumptions are relaxed below.

Each electron makes isotropic flights with exponentially distributed lengths of mean $\lambda_m$. At each collision it is trapped with probability $p_m$. The speed $v$ and the density of states are taken equal on both sides.

One flight of length $\ell$ and direction cosine $\mu$ has mean square displacement along $z$

$$\langle \ell^2\rangle\langle\mu^2\rangle=2\lambda^2\cdot\tfrac13 .$$

Flights last $\lambda/v$ on average, and successive directions are independent, so the mean square displacement grows at the rate $2\lambda v/3$. Setting this equal to $2D$ gives the diffusion coefficient; the trapping rate is $pv/\lambda$. Hence

$$D=\frac{v\lambda}{3},\qquad \tau=\frac{\lambda}{pv},\qquad L=\sqrt{D\tau}=\frac{\lambda}{\sqrt{3p}} .$$

Diffusion is a good description when $p\ll1$, so that an electron collides many times before it is trapped.

The electron density $n$ obeys $\partial_t n=Dn''-n/\tau+{}$(creation rate). Integrate this from before the exposure until every electron is trapped. The left side vanishes, because $n$ is zero at both ends. With $N=\int n\,dt$,

$$DN''-\frac N\tau+Q=0,\qquad C=\frac N\tau ,$$

where $C$ is the density of trapped electrons. The solutions that stay finite far from the interface are

$$N_r=Q_r\tau_r+a\,e^{-z/L_r},\qquad N_u=Q_u\tau_u-b\,e^{z/L_u}.$$

Let $J$ be the net number per area crossing upwards, and define $w=D/L=L/\tau=v\sqrt{p/3}$. Applying $J=-DN'$ on each side of $z=0$ gives $J=w_ra$ and $J=w_ub$.

One more condition comes from the interface itself. Suppose it transmits a fraction $T$ of the electrons from either side, whatever their direction. To first order in the current, the angular density is $\tfrac12(N+3J\mu/v)$. The one-way currents are then

$$\int_0^1 v\mu\,\tfrac12\left(N\pm\frac{3J\mu}{v}\right)d\mu=\frac{vN}{4}\pm\frac J2 ,$$

with the upper sign for upward motion. The net current is $T$ times the upward current in the underlayer minus $T$ times the downward current in the resist:

$$J=T\left[\frac v4(N_u-N_r)+J\right]
\;\Rightarrow\;
J=s\,(N_u-N_r),\quad s=\frac{vT}{4(1-T)} .$$

For $T=1$, $s$ is infinite and $N$ is continuous. Inserting $N_u(0)=Q_u\tau_u-J/w_u$ and $N_r(0)=Q_r\tau_r+J/w_r$ and collecting the terms in $J$,

$$J=\frac{Q_u\tau_u-Q_r\tau_r}{R},\qquad R=\frac1{w_u}+\frac1{w_r}+\frac1s .$$

The equations are linear, so the two origins can be separated by setting the other source to zero. With $A_m=Q_m\tau_m/R$, and using $w_r\tau_r=L_r$, the trapped density in the resist is

$$C^{(u)}=\frac{A_u}{L_r}e^{-z/L_r},\qquad
C^{(r)}=Q_r-\frac{A_r}{L_r}e^{-z/L_r}.$$

The first term is positive whenever $Q_u>0$ and $T>0$. This refutes the first claim: photons absorbed below the interface do contribute to chemistry above it.

A useful limit is the same material on both sides with $T=1$. Then $J=0$ and the total density is flat, exactly as the first claim predicts. Yet $1/R=w_r/2$, so $C^{(u)}(0)=Q_r/2$: half the electrons trapped at the interface were born below it. A correct total does not establish where the electrons came from.

**Comment on the second claim.** The sign of $J$ is set by $Q\tau$, not by $\alpha$ alone. The resist gains only if

$$g_u\alpha_u\tau_u>g_r\alpha_r\tau_r .$$

An underlayer that traps electrons quickly can absorb more light and still be a net sink.

Within the flight model this criterion does not depend on the diffusion approximation. Try a uniform, isotropic $N$ throughout both media. Collisions remove $vN/\lambda$ per volume and return $(1-p)vN/\lambda$ isotropically, so the required source is $pvN/\lambda=N/\tau$. If $Q_u\tau_u=Q_r\tau_r$, the same $N$ satisfies both media, equal currents meet at the interface, and $J=0$ for any $T$. Extra creation in the underlayer can only add upward transfer, which fixes the sign.

The trapping probabilities also decide the fate of an electron born at the interface. For $T=1$, a thin source there produces a common value $N_0$ and outflows $w_rN_0$ and $w_uN_0$. The electron therefore ends in the resist with probability

$$P_r=\frac{w_r}{w_r+w_u}=\frac{\sqrt{p_r}}{\sqrt{p_r}+\sqrt{p_u}} .$$

**A numerical case.** Take a wavelength of 13.5 nm and a local dose of 10 mJ/cm², with 35 nm of resist on 10 nm of underlayer. The absorption coefficients are 5 and 30 µm⁻¹, and $g=2$ in both. For the resist $\lambda=1.0$ nm and $p=0.05$; for the underlayer $\lambda=0.6$ nm and $p=0.10$. The interface is fully transmitting.

The photon energy is 91.84 eV, so 6.796 photons/nm² enter the resist and $F=6.796\,e^{-0.175}=5.705$ nm⁻² reach the interface. This gives $Q_r=0.0570$ and $Q_u=0.3423$ nm⁻³. The diffusion lengths are $L_r=2.58$ nm and $L_u=1.10$ nm, with $v\tau_r=20$ nm, $v\tau_u=6$ nm and $vR=13.22$. Hence

$$A_u=\frac{0.3423\times6}{13.22}=0.155\ \text{nm}^{-2},\qquad
A_r=\frac{0.0570\times20}{13.22}=0.086\ \text{nm}^{-2}.$$

The net gain is 0.069 nm⁻². Sixfold absorption becomes a ratio of only 1.8 in $Q\tau$, because electrons survive for a shorter time in the underlayer.

At the interface, underlayer-born electrons contribute $0.1553/2.582=0.060$ nm⁻³ and resist-born electrons 0.024 nm⁻³. The total is 1.47 times that of an isolated resist, and 72 % of it comes from below. The underlayer-born density falls to $0.1Q_r$ at

$$z=L_r\ln\frac{0.0602}{0.00570}=6.1\ \text{nm}.$$

In the lowest 5 nm the underlayer supplies 39 % of the trapped electrons (38 % in the flight model without the diffusion approximation). Relative to all electrons created in 35 nm of resist at uniform $Q_r$, the gross entry is 7.8 %. The film total changes only by the net transfer, 3.5 %. This is a small correction to the whole film and a large one at its foot.

Now lower the underlayer absorption to 10 µm⁻¹, with everything else fixed. It still absorbs twice as strongly as the resist, but the critical value is $5\times20/6=16.7$ µm⁻¹. The net transfer becomes $-0.035$ nm⁻²: the resist is depleted, although electrons from below still react in it.

Random-flight simulations, which do not assume diffusion, tested the transfer for the 30 µm⁻¹ case. They gave 0.984 of the diffusion result for entry and 0.978 for exit, each with a sampling error of about 0.01, against an allowed deviation of 10 %. The two ratios must be equal in the flight model, because $J=0$ when $Q_u\tau_u=Q_r\tau_r$; their common value is 0.98. The mean height of trapped underlayer-born electrons was 2.62 nm, close to $L_r$. With both trapping probabilities reduced fourfold, which leaves $P_r=0.414$ unchanged, the simulated probability was 0.418.

**What the model leaves out.** The following changes are made one at a time to the 30 µm⁻¹ case and should not simply be added.

*Transmission.* For $T=0.5$, $vR$ rises by 4 and the net gain falls to 0.053 nm⁻².

*Light attenuation.* In the diffusion model, an electron created at depth $|z|$ reaches the interface with probability $e^{-|z|/L_u}$. Weighting the attenuated source $Q_ue^{-\alpha_u|z|}$ by this probability divides $A_u$ by $1+\alpha_uL_u=1.033$. Light is stronger higher in the resist, so $A_r$ is divided by $1-\alpha_rL_r=0.987$. The net becomes 0.063 nm⁻², as does the full finite-layer calculation. The same corrections, with $1+\alpha_uL_u=1.019$ evaluated at the critical absorption itself, raise that absorption from 16.7 to 17.2 µm⁻¹.

*Fast photoelectrons.* Before low-energy electrons appear, a fast electron may make one flight in a random direction, with an exponentially distributed length of mean $\ell_f$. Tracing such flights back from height $z$, the fraction that began below the interface is

$$\frac12\int_0^1e^{-z/(\ell_f\mu)}\,d\mu=\frac12E_2(z/\ell_f).$$

This adds $\tfrac12(Q_u-Q_r)E_2(z/\ell_f)$ to the resist source and removes the mirror-image amount from the underlayer. For $\ell_f=1$ nm on both sides the net gain rises to 0.088 nm⁻². The added transfer is proportional to $Q_u-Q_r$, so it also shifts the sign criterion: the critical absorption drops from 16.7 to about 15 µm⁻¹.

*Charging.* The net transfer leaves negative charge in the resist. For relative permittivity 3, the uncharged result implies an interface field $eJ/(\varepsilon_0\varepsilon_r)=4.2$ MV/cm and a potential of 1.1 V across the charged region. I therefore repeated the calculation with drift in the accumulating field, immobile positive charge, an equipotential underlayer and $D/\mu_e=2\bar E/(3e)$, where $\mu_e$ is the mobility and $\bar E=3$ eV an effective mean electron energy. The net gain fell by 17 %, to 0.057 nm⁻², and the field to 3.4 MV/cm. The underlayer share at the interface changed little, from 72 % to 71 %. The size of the reduction depends strongly on these choices. The factor $2/3$ belongs to a Maxwellian energy distribution; single-speed flights, with the speed restored at each collision, give $D/\mu_e=\bar E/e$ and a reduction of 13 %. With the Maxwellian form the reduction is 37 % for $\bar E=1$ eV, 60 % for 0.3 eV and 84 % for thermal electrons. An insulating underlayer of permittivity 3 raises it from 17 % to 25 % at 3 eV. The underlayer share at the interface stays near 70 % in all these cases. The field compresses the trapped profile towards the interface, so the density there rises while the net gain falls: from 1.47 to 1.53 times $Q_r$ at 3 eV, and to 1.74 for thermal electrons. Drift-diffusion needs the energy gained over one flight to be small compared with $eD/\mu_e$. At the final field the ratio is 0.17 at 3 eV, 0.8 at 0.3 eV and 2.6 for thermal electrons, so the last two cases show a trend and are not quantitative.

*Site consumption.* If each trapped electron strikes a random site among $M=0.30$ nm⁻³, the density $A$ of sites used obeys $dA/dC=1-A/M$, so $A=M(1-e^{-C/M})$. At the interface 12.8 % of the possible events are lost. The isolated resist loses events too, so the enhancement falls from 1.47 to 1.41.

*Reflection.* At normal incidence the reflected amplitude is $\rho=(\tilde n_r-\tilde n_u)/(\tilde n_r+\tilde n_u)$, where $\tilde n_m$ is the complex refractive index. Interference with the incoming light modulates the intensity in the resist by a fraction $2|\rho|$ of its mean, up and down. A real-index difference of 0.03, together with the absorption difference of this case, gives about 4 % for this interface alone. A 10 nm underlayer also returns a wave of comparable size from its lower surface. On silicon the two together give roughly 0 to 9 %, depending on the thickness and the indices.

**Relation to a real stack.** The nearest real case is a chemically amplified organic resist on a metal-containing underlayer. The absorption coefficients are rough magnitudes, 30 µm⁻¹ being of the order of a dense heavy-metal oxide film while metal diluted in an organic matrix absorbs less, and the dose represents a feature edge rather than a fully exposed area. The flight lengths, trapping probabilities and electron yields are model values, not measurements of a particular stack. Charge neutrality is the most delicate assumption: the calculated fields are already comparable with a rough breakdown scale of a few MV/cm. At three times the dose, the uncharged model would imply about 12 MV/cm, and its net gain could not be trusted without a neutralising process. Unequal electron energies or densities of states across the interface would also alter the sign criterion.

**Recommendation.** The first claim should be replaced by an account that follows electrons to where they are trapped. The second needs the comparison of $g\alpha\tau$, corrected for fast flights, light attenuation and any step in electron energy or density of states where these matter; charging can further reduce the size of the transfer. An underlayer chosen for its absorption alone may strengthen the exposure at the foot of the resist or weaken it. The remaining values are in the numerical output.

## Calculated quantities

```
wavelength 13.5 nm; photon energy 91.84 eV
local dose 10.0 mJ/cm2
resist, underlayer thickness 35, 10 nm
absorption resist, underlayer 5, 30 1/um
electrons per absorbed photon 2
flight length resist, underlayer 1.0, 0.6 nm
trap probability resist, underlayer 0.05, 0.10
photon fluence top, interface 6.796, 5.705 1/nm2
created density Q_r, Q_u 0.0570, 0.3423 1/nm3
v*tau resist, underlayer 20.0, 6.0 nm
diffusion length resist, underlayer 2.582, 1.095 nm
w/v resist, underlayer 0.1291, 0.1826
transfer resistance v*R 13.223
source-time ratio Q_u*tau_u/(Q_r*tau_r) 1.800
interface-born electron ends in resist: probability 0.414
same, random flights at quarter trapping 0.418
gross into resist 0.1553 1/nm2
gross out of resist 0.0863 1/nm2
net into resist 0.0690 1/nm2
interface trapped, underlayer-born 0.0602 1/nm3
interface trapped, resist-born 0.0236 1/nm3
interface trapped, total 0.0838 1/nm3
interface total / isolated resist 1.469
underlayer share at interface 71.8 %
underlayer share in lowest 5 nm 38.6 %
underlayer-born density equals 0.1 Q_r at 6.08 nm
gross entry / electrons created in resist at uniform Q_r 7.8 %
critical underlayer absorption 16.67 1/um
net at underlayer absorption 10 1/um: -0.0345 1/nm2
random-flight/diffusion transfer, in 0.984, out 0.978
random-flight mean height in resist 2.620 nm
net with interface transmission 0.5: 0.0530 1/nm2
net with light attenuation and finite layers 0.0630 1/nm2
net with 1.0 nm fast flight 0.0882 1/nm2
charging inputs: energy 3.0 eV, relative permittivity 3.0
field implied by uncharged-model net 4.16 MV/cm
potential implied by uncharged-model net 1.08 V
self-consistent charged net 0.0570 1/nm2
self-consistent interface field 3.44 MV/cm
self-consistent electron energy rise 0.66 eV
charged underlayer share at interface 70.7 %
reactive-site density 0.30 1/nm3
event loss from site consumption at interface 12.8 %
real-index difference 0.030
optical intensity ripple amplitude 4.1 %
```
